# Tersoff–Hamann conductance from the vacuum Green's function of an s-wave tip

## Definitions and conventions

Hartree atomic units are used, so $\hbar=m=e=1$ and conductance is measured in $e^2/\hbar$. The vacuum level is zero, and the Fermi energy $E_F<0$ fixes the decay constant

$$\kappa=\sqrt{-2E_F}.$$

A plane $S$ at height $z_S$, lying in the vacuum, separates the sample below from the tip above. The full one-electron Hamiltonian is $H=-\tfrac12\nabla^2+V_s+V_t$, where the real potential $V_s$ vanishes above $S$ and $V_t$ vanishes below it. The vacuum between them is flat. The states of each part alone obey

$$\left(-\tfrac12\nabla^2+V_s\right)\psi_\mu=E_\mu\psi_\mu,\qquad
\left(-\tfrac12\nabla^2+V_t\right)\chi_\nu=E_\nu\chi_\nu .$$

The tip centre is $\mathbf r_0$, and $\rho=|\mathbf r-\mathbf r_0|$. An s-wave tip is one whose states at $E_F$ have, on and below $S$, the form

$$\chi_\nu=A_\nu\,g,\qquad g=\frac{e^{-\kappa\rho}}{\rho}. \tag{1}$$

Nothing is assumed about $\chi_\nu$ inside the tip. Two spectral quantities, both per spin, will be needed:

$$\rho_s(\mathbf r,E)=\sum_\mu|\psi_\mu(\mathbf r)|^2\delta(E_\mu-E),\qquad
D_A=\sum_\nu|A_\nu|^2\delta(E_\nu-E_F).$$

The first is the local density of states (LDOS) of the sample with the tip absent. The second measures the strength of the tip's tail. For continuous spectra the sums are integrals.

## From weak coupling to a surface integral

Let an electron start in $\psi_\mu$, and write

$$\Psi(t)=\psi_\mu e^{-iE_\mu t}+\sum_\nu c_\nu(t)\chi_\nu e^{-iE_\nu t},\qquad c_\nu(0)=0.$$

In $i\partial_t\Psi=H\Psi$ the terms with $E_\mu\psi_\mu$ and $E_\nu\chi_\nu$ cancel, leaving

$$\sum_\nu i\dot c_\nu\chi_\nu e^{-iE_\nu t}=V_t\psi_\mu e^{-iE_\mu t}+\sum_\nu c_\nu V_s\chi_\nu e^{-iE_\nu t}.$$

The last sum contains the small $c_\nu$ times the small tip tail inside the sample, so it is dropped at leading order. Projection on the orthonormal tip states gives

$$i\dot c_\nu=M_{\nu\mu}e^{i(E_\nu-E_\mu)t},\qquad M_{\nu\mu}=\int_{z>z_S}\chi_\nu^*V_t\psi_\mu\,d^3r .$$

Reading $|c_\nu|^2$ as the probability of arrival in the tip also neglects the small overlap of $\chi_\nu$ with $\psi_\mu$. Integration in time gives

$$|c_\nu|^2=|M_{\nu\mu}|^2\,\frac{4\sin^2(\omega t/2)}{\omega^2},\qquad \omega=E_\nu-E_\mu .$$

The last factor has area $2\pi t$ in $\omega$ and narrows as $t$ grows. The rate is therefore $2\pi|M_{\nu\mu}|^2\delta(E_\nu-E_\mu)$, and $M$ is needed at equal energies $E_\nu=E_\mu=E$.

Above $S$ the tip equation gives $V_t\chi^*=(E+\tfrac12\nabla^2)\chi^*$, while the bare sample wave obeys $E\psi=-\tfrac12\nabla^2\psi$. Hence

$$M=\int_{z>z_S}\psi\left(E+\tfrac12\nabla^2\right)\chi^*d^3r
=\frac12\int_{z>z_S}\left(\psi\nabla^2\chi^*-\chi^*\nabla^2\psi\right)d^3r .$$

The integrand is the divergence of $\psi\nabla\chi^*-\chi^*\nabla\psi$. The distant boundaries do not contribute: $\psi$ decays upwards and $\chi$ decays sideways. On $S$ the normal pointing out of the tip region is $-\hat{\mathbf z}$, which reverses the sign:

$$M=\frac12\int_S\left(\chi^*\partial_z\psi-\psi\,\partial_z\chi^*\right)dx\,dy . \tag{2}$$

This is Bardeen's matrix element.

## The simplest sample wave

Take $\psi=Be^{-\kappa z}$, which is uniform along the surface. At a distance $h=z_0-z$ below the tip centre, let $R$ be the lateral distance from the tip axis. Since $\rho^2=R^2+h^2$, we have $R\,dR=\rho\,d\rho$ and

$$J(z)=\int g\,dx\,dy=2\pi\int_h^\infty e^{-\kappa\rho}d\rho=\frac{2\pi}{\kappa}e^{-\kappa(z_0-z)} .$$

Therefore $\partial_zJ=\kappa J$, whereas $\partial_z\psi=-\kappa\psi$. The two terms of (2) add:

$$M=\frac{A^*}{2}\left(-\kappa\psi J-\psi\kappa J\right)=-\kappa A^*\psi J=-2\pi A^*Be^{-\kappa z_S}e^{-\kappa(z_0-z_S)} .$$

The height of the plane cancels, and $M=-2\pi A^*\psi(\mathbf r_0)$. The sample wave is evaluated at the centre of the tip, although the integral was taken far below it.

## Any sample wave

The cancellation is a property of $g$. Away from $\mathbf r_0$, the radial Laplacian gives

$$\nabla^2g=\frac1\rho\frac{d^2}{d\rho^2}(\rho g)=\frac1\rho\frac{d^2}{d\rho^2}e^{-\kappa\rho}=\kappa^2g .$$

Near $\mathbf r_0$, the flux of $\nabla g$ through a small sphere is

$$4\pi\rho^2\frac{dg}{d\rho}=-4\pi(1+\kappa\rho)e^{-\kappa\rho}\to-4\pi .$$

Together these statements say

$$(\nabla^2-\kappa^2)g=-4\pi\delta(\mathbf r-\mathbf r_0). \tag{3}$$

So $g$ is the decaying Green's function of the vacuum with a point source of strength $4\pi$.

The integral (2) uses $\chi$ on $S$, where it equals $Ag$. We may therefore replace the real tip by an auxiliary problem in which $A g$ continues through empty space to its singularity. The bare sample wave needs no such replacement: with the tip absent it obeys $(\nabla^2-\kappa^2)\psi=0$ everywhere above $S$. Running the divergence theorem backwards gives

$$M=\frac{A^*}{2}\int_{z>z_S}\left(\psi\nabla^2g-g\nabla^2\psi\right)d^3r .$$

Substitute $\nabla^2g=\kappa^2g-4\pi\delta$ and $\nabla^2\psi=\kappa^2\psi$. The terms in $\kappa^2$ cancel, and

$$\boxed{M=-2\pi A^*\psi(\mathbf r_0)} \tag{4}$$

As a check on a wave that is not uniform, take

$$\psi=0.05\left[e^{-\kappa z}+0.6\cos(G_\parallel x)e^{-\kappa_Gz}\right],\qquad \kappa_G=\sqrt{\kappa^2+G_\parallel^2},$$

with $\kappa=0.5477$ and $G_\parallel=0.6$ bohr$^{-1}$. The tip centre is at $x=1$, $z=8$ bohr. Numerical integration of (2) on planes at 3 and 5 bohr gives $M/(A\psi)=-6.28319$ on both, in agreement with $-2\pi$.

**A tip of finite size.** A spherical well of radius 2 bohr, with its depth chosen to bind an s state at $E_F$, has a smooth wavefunction at its centre and no singularity. Its normalized state has $A=0.5385$ bohr$^{-1/2}$, and the sample wave at its centre is $6.624\times10^{-4}$ bohr$^{-3/2}$. Equation (4) gives

$$M=-2\pi(0.5385)(6.624\times10^{-4})=-2.241\times10^{-3}\ \text{hartree}.$$

The original volume integral of $\chi^*V_t\psi$ gives the same number. The tip's interior enters through $A$. If the tail form begins at radius $r_t$, then $A=\chi(r_t)\,r_te^{\kappa r_t}$. For the component $e^{-\kappa z}$, the factor $e^{\kappa r_t}$ exactly undoes the decay of $\psi$ between the nearer edge and the centre; components with a larger decay constant are compensated only in part.

**A tip that is not s-wave.** Suppose the tail is $A\,\partial g/\partial z_0$, the $p_z$ form. Equation (2) is linear in the tail, and (4) holds for every $\mathbf r_0$ above $S$. Differentiating with respect to $z_0$ gives

$$M=-2\pi A^*\,\partial_z\psi(\mathbf r_0).$$

For the uniform wave $e^{-\kappa z}$ this merely rescales the signal by $\kappa^2$. For the corrugated wave it weights the faster-decaying component by an extra $\kappa_G/\kappa=0.8124/0.5477=1.48$. The ratio of $|M|^2$ between $x=0$ and $x=\pi/G_\parallel$ is 1.336 for the s tip, equal to the ratio of $|\psi(\mathbf r_0)|^2$, and 1.537 for the $p_z$ tip. The $p_z$ image is therefore not proportional to the LDOS.

## From one pair of states to the conductance

Apply a small bias $V$ that lowers the tip levels from $E_\nu$ to $E_\nu-V$ while their occupations remain $f(E_\nu)$. Forward and backward transitions combine as

$$f(E_\mu)[1-f(E_\nu)]-f(E_\nu)[1-f(E_\mu)]=f(E_\mu)-f(E_\nu),$$

so the electron current per spin is

$$I=2\pi\sum_{\mu\nu}|M_{\nu\mu}|^2\left[f(E_\mu)-f(E_\nu)\right]\delta(E_\mu-E_\nu+V).$$

The delta function sets $E_\nu=E_\mu+V$. To first order the bracket is $-Vf'(E_\mu)$, which at zero temperature is $V\delta(E_\mu-E_F)$. Since this is already linear in $V$, everything else may be taken at zero bias:

$$G=2\pi\sum_{\mu\nu}|M_{\nu\mu}|^2\delta(E_\mu-E_F)\delta(E_\nu-E_F).$$

Equation (4) gives $|M_{\nu\mu}|^2=4\pi^2|A_\nu|^2|\psi_\mu(\mathbf r_0)|^2$, a product of a tip factor and a sample factor. The double sum separates:

$$\boxed{G=8\pi^3D_A\,\rho_s(\mathbf r_0,E_F)\quad\text{per spin}} \tag{5}$$

Two equal, independent spins give $16\pi^3D_A\rho_s$. While the tip is moved without changing its electronic structure, $D_A$ is constant and the conductance follows the LDOS at the tip centre.

The double sum separates because all tip states at $E_F$ share one tail shape, and the sample factor is the LDOS because that shape is (1). If they all had the $p_z$ tail instead, the sum would still separate, with $|\partial_z\psi_\mu(\mathbf r_0)|^2$ in place of $|\psi_\mu(\mathbf r_0)|^2$. Equation (5) also relies on small bias: at a finite bias, states in an energy window contribute, with different $\kappa$ and different $M$. If the barrier is not flat, $\psi$ and $g$ no longer obey the vacuum equation that produced (4).

## A clean surface as a limiting case

Let the sample potential be $-V_0$ for $z<0$ and zero above. For parallel momentum $q$, the vacuum decay constant is $u=\sqrt{\kappa^2+q^2}$, and the wave number inside is $k=\sqrt{2V_0-u^2}$.

Inside, write the perpendicular wave as $N\cos(kz+\delta)$; outside it is $Be^{-uz}$. Normalization to $\delta(k-k')$ requires $N^2=2/\pi$. Since $dE=k\,dk$, normalization in energy requires $N^2=2/(\pi k)$. Continuity of value and slope gives $B=N\cos\delta$ and $\tan\delta=u/k$, hence

$$B^2=N^2\frac{k^2}{k^2+u^2}=\frac{2}{\pi k}\,\frac{k^2}{2V_0}=\frac{k}{\pi V_0}.$$

Summing over $d^2q/(2\pi)^2$ and using $q\,dq=u\,du$,

$$\rho_s(z)=\frac{1}{2\pi^2V_0}\int_\kappa^{\sqrt{2V_0}}u\,k\,e^{-2uz}\,du .$$

At large $z$ the integral is dominated by $u$ near $\kappa$. Taking $uk$ at that end leaves $\int_\kappa^\infty e^{-2uz}du=e^{-2\kappa z}/(2z)$, so

$$-\frac{d\ln\rho_s}{dz}\simeq2\kappa+\frac1z .$$

The factor $1/z$ appears because waves with larger parallel momentum die out sooner. For $V_0=0.40$ hartree and a work function of 0.15 hartree, at $z=8$ bohr, the full integral gives 1.215 bohr$^{-1}$ against the estimate 1.220 bohr$^{-1}$. These numbers belong to the abrupt step with a flat vacuum. A real metal also has an image potential: $-1/(4z)$ is $-0.031$ hartree at 8 bohr, a fifth of this work function. Added to the step and cut off at $-V_0$, it raises the LDOS at that height about twentyfold and lowers the slope to about 1.12 bohr$^{-1}$.

## A tip that can be solved without perturbation theory

Equation (5) is a leading-order result. To see what it omits, replace the tip by a point at $\mathbf r_0$ connected to a one-channel lead with wave $w(x)$, $x\ge0$. Near the point the vacuum wave is $\Psi=a/\rho+b$, with coupling conditions

$$b=-\kappa_ba+\beta w(0),\qquad w'(0)=4\pi\beta a,$$

where $\kappa_b$ and $\beta$ are real. These conserve current. The flux leaving the point is $4\pi\rho^2\,\mathrm{Im}(\Psi^*\partial_\rho\Psi)=4\pi\,\mathrm{Im}(a^*b)=4\pi\beta\,\mathrm{Im}[a^*w(0)]$. The flux arriving through the lead is $-\mathrm{Im}[w^*(0)w'(0)]$, which is the same quantity.

The wave sent out by the tip is $a$ times $g$ plus its reflection from the sample. Let $F$ be the value of the reflected part at $\mathbf r_0$ for $a=1$. Since $g=1/\rho-\kappa+\dots$, we have $b=a(F-\kappa)$.

For $w=e^{-ipx}+re^{ipx}$ the two conditions become

$$1+r=\frac{a}{\beta}(\kappa_b-\kappa+F),\qquad 1-r=\frac{4\pi i\beta}{p}\,a .$$

Adding them gives

$$a=\frac{2\beta}{c-\kappa+F},\qquad c=\kappa_b+\frac{4\pi i\beta^2}{p}.$$

Put $\eta=4\pi\beta/p$ and $D=c-\kappa+F$, so that $r=1-i\eta a$ and $\mathrm{Im}\,D=\eta\beta+\mathrm{Im}\,F$. The transmission is

$$T=1-|r|^2=-2\eta\,\mathrm{Im}\,a-\eta^2|a|^2
=\frac{4\eta\beta(\eta\beta+\mathrm{Im}F)-4\eta^2\beta^2}{|D|^2}=\frac{4\eta\beta\,\mathrm{Im}F}{|D|^2}.$$

The LDOS is contained in $F$. The sample's outgoing Green's function $\mathcal G=(E_F+i0-H_s)^{-1}$, with $H_s=-\tfrac12\nabla^2+V_s$, obeys $(\nabla^2-\kappa^2)\mathcal G=2\delta$ in the vacuum. Comparison with (3) shows that it is $-1/(2\pi)$ times $g$ plus the reflected wave. Its spectral sum gives $\rho_s=-\mathrm{Im}\,\mathcal G(\mathbf r_0,\mathbf r_0)/\pi$, and $g$ is real, so $\mathrm{Im}F=2\pi^2\rho_s$.

Lead states in $dp/2\pi$ arrive with speed $p$, and $p\,dp=dE$, so the arrival rate is $dE/2\pi$. The conductance per spin is therefore

$$G_{\rm exact}=\frac{T}{2\pi}=\frac{4\pi\eta\beta\rho_s}{|D|^2}=\frac{16\pi^2\beta^2}{p}\,\frac{\rho_s}{|c-\kappa+F|^2}.$$

For the isolated tip, $F=0$. Energy normalization gives the incoming lead wave the squared amplitude $1/(2\pi p)$, so

$$D_A=\frac{1}{2\pi p}\,\frac{4\beta^2}{|c-\kappa|^2}=\frac{2\beta^2}{\pi p|c-\kappa|^2}.$$

Equation (5) then gives $G_{\rm TH}=16\pi^2\beta^2\rho_s/(p|c-\kappa|^2)$, and in this model

$$\frac{G_{\rm exact}}{G_{\rm TH}}=\frac{|c-\kappa|^2}{|c-\kappa+F|^2}\simeq1-2\,\mathrm{Re}\frac{F}{c-\kappa}. \tag{6}$$

In this model the omitted physics is the wave that leaves the tip, returns from the sample and changes the tip's response. Barrier lowering, tip–sample forces and tip states of other symmetry, which also limit (5) in a real junction, are not part of the model. Within it, a sufficient condition for (5) is $|F|\ll|c-\kappa|$, since the first-order correction is at most $2|F|/|c-\kappa|$ in size. For a tip close to resonance, with small $|c-\kappa|$, this bound becomes small only at a larger distance. The correction itself also depends on the relative phase of $F$ and $c-\kappa$, so it need not grow steadily as $|c-\kappa|$ shrinks.

## Worked scan across an adatom

The same stepped surface now carries a zero-range adatom at $\mathbf r_a$, 2 bohr above the step. Near it the wave is $a_a/\rho_a+b_a$, where $\rho_a$ is the distance from the adatom, with $b_a=-\kappa_aa_a$ and $\kappa_a=0.4$ bohr$^{-1}$.

To build $F$, Fourier transform (3) along the surface. This gives $2\pi e^{-u|z-z_0|}/u$ for each $q$. Matching to an outgoing wave $e^{-ikz}$ in the sample requires $1+R_u=t$ and $u(1-R_u)=-ikt$, so the reflection amplitude is $R_u=(u+ik)/(u-ik)$. For $u^2>2V_0$, $k$ is positive imaginary. The clean surface thus returns, between points at heights $z,z'$ and lateral separation $x$,

$$F_0=\int_\kappa^\infty R_u\,J_0(qx)\,e^{-u(z+z')}du .$$

Let $\Gamma$ be $g+F_0$ between tip and adatom, and $F_{aa}$ be $F_0$ from the adatom to itself. An incident value $\Gamma$ at the adatom gives $\Gamma+a_a(F_{aa}-\kappa)=-\kappa_aa_a$. Solving for $a_a$ and propagating back to the tip,

$$F=F_0(\mathbf r_0,\mathbf r_0)-\frac{\Gamma^2}{\kappa_a-\kappa+F_{aa}}.$$

The tip has $\kappa_b=0.8$, $\beta=0.1$ and $p=0.7$ bohr$^{-1}$, so $|c-\kappa|=0.3096$ bohr$^{-1}$ and

$$D_A=\frac{2(0.1)^2}{\pi(0.7)(0.3096)^2}=0.0949\ \text{bohr}^{-1}\,\text{hartree}^{-1}.$$

For both spins the factor multiplying the LDOS is $16\pi^3D_A=47.06$ atomic units. Directly above the adatom, with the tip at $z=8$ bohr, the LDOS summed from the sample's scattering states is $4.033\times10^{-6}$ bohr$^{-3}$ hartree$^{-1}$. Hence

$$G_{\rm TH}=47.06\times4.033\times10^{-6}=1.898\times10^{-4}\ e^2/\hbar=46.20\ \text{nS}.$$

The conductance obtained from the lead reflection is 46.12 nS, lower by 0.17% of the Tersoff–Hamann value. Equation (6) limits the first-order correction to $2|F|/|c-\kappa|=2(2.766\times10^{-4})/0.3096=0.18\%$, consistent with this difference.

At the same height but 12 bohr to the side, both calculations give 5.53 nS. The conductance above the adatom is thus 8.34 times that at this distant site. Along the scan, the largest value of $G_{\rm exact}/\rho_s(\mathbf r_0)$ exceeds the smallest by 0.17% of the smallest. If the LDOS is instead taken 2 bohr below the tip centre, the largest value of the corresponding ratio exceeds the smallest by 70% of the smallest among the positions $x=0,2,4,6,8,12$ bohr, and by 76% over the continuous scan, whose maximum lies near $x=5$ bohr. The position at which the LDOS is read therefore matters to the image, not just to its overall scale.

Lowering the tip above the adatom shows the approach to failure. The exact conductance is below the Tersoff–Hamann value by 0.011% at 10 bohr, 0.17% at 8 bohr and 3.3% at 6 bohr, relative to the latter. Over the same range $|F|$ grows from $1.7\times10^{-5}$ to $5.6\times10^{-3}$ bohr$^{-1}$, so the first-order bound $2|F|/|c-\kappa|$ from (6) rises from 0.0112% to 3.6%, above the deviations of 0.0107% and 3.3% found at those heights. The numerical check evaluates the matrix elements by direct quadrature. For the conductance it takes $F$ from the formulas above, solves the coupling conditions numerically for $r$, and sums the LDOS separately over scattering states, confirming $\mathrm{Im}F=2\pi^2\rho_s$ and the ratio (6).

## Calculated quantities

```
work function = 0.15 hartree; step V0 = 0.40 hartree
kappa = 0.54772 bohr^-1
MATRIX ELEMENTS, corrugated sample wave
wave amplitude = 0.05 bohr^-3/2; corrugation = 0.6
G_par = 0.6 bohr^-1; kappa_G = 0.81240 bohr^-1
tip centre x = 1.0 bohr, z = 8.0 bohr
psi(r0) = 6.624078e-04 bohr^-3/2
-2 pi = -6.283185
M/(A psi), plane z = 3 bohr: -6.283186 (a.u.)
M/(A psi), plane z = 5 bohr: -6.283186 (a.u.)
p_z tail: M/(A dpsi/dz) = -6.283185 (a.u.)
top/hollow ratio of |psi(r0)|^2 = 1.3355
top/hollow ratio of |M|^2: s tip 1.3355, p_z tip 1.5373
well tip: radius = 2.0 bohr, depth = 0.68025 hartree
well tip: inner wave number = 1.02981 bohr^-1, A = 0.53852 bohr^-1/2
well tip: M by volume integral = -2.241349e-03 hartree
well tip: -2 pi A psi(r0) = -2.241349e-03 hartree
EXACT MODEL, conductance for both spins, LDOS per spin
adatom: z = 2.0 bohr, kappa_ad = 0.4 bohr^-1
tip: kappa_b = 0.8, beta = 0.1, p = 0.7 bohr^-1
c = 0.8000 + 0.1795 i bohr^-1
|c - kappa| = 0.30963 bohr^-1
D_A = 0.094862 bohr^-1 hartree^-1
16 pi^3 D_A = 47.06126 (a.u.)
scan at z = 8 bohr: x (bohr), LDOS (bohr^-3 hartree^-1),
  G exact (e^2/hbar), G Tersoff-Hamann (e^2/hbar), exact/TH - 1
   0.0 4.03297e-06 1.89476e-04 1.89797e-04 -1.69e-03
   2.0 2.85783e-06 1.34348e-04 1.34493e-04 -1.08e-03
   4.0 1.28561e-06 6.04821e-05 6.05026e-05 -3.38e-04
   6.0 6.51187e-07 3.06431e-05 3.06457e-05 -8.59e-05
   8.0 5.07442e-07 2.38799e-05 2.38809e-05 -3.93e-05
  12.0 4.82510e-07 2.27068e-05 2.27075e-05 -3.25e-05
above adatom: z (bohr), |F| (bohr^-1), G exact, G TH (e^2/hbar), exact/TH - 1
   6.0 5.572e-03 3.20347e-03 3.31216e-03 -3.28e-02
   8.0 2.766e-04 1.89476e-04 1.89797e-04 -1.69e-03
  10.0 1.736e-05 1.32022e-05 1.32036e-05 -1.07e-04
  12.0 1.240e-06 1.02129e-06 1.02130e-06 -7.73e-06
  14.0 9.619e-08 8.45418e-08 8.45418e-08 -6.05e-07
1 e^2/hbar = 243413.48 nS
G above adatom, z = 8 bohr: exact 46.1209 nS, TH 46.1990 nS
G at x = 12 bohr, z = 8 bohr: exact 5.5271 nS, TH 5.5273 nS
ratio of exact G, x = 0 to x = 12 bohr: 8.3445
spread of G/LDOS, LDOS at tip centre: 0.166 percent
spread of G/LDOS, LDOS 2 bohr lower: 69.6 percent
clean surface, z = 8 bohr: -dln(LDOS)/dz = 1.21457 bohr^-1
2 kappa = 1.09545; 2 kappa + 1/z = 1.22045 bohr^-1
```
